# Surface d-band narrowing and level shift on an fcc (111) face

## Problem

A transition metal with the fcc structure is cut to expose a clean (111) face. Its d electrons are described by a simple model:

- Each atom carries five degenerate d orbitals, which hold ten electrons with spin. Orbitals on different atoms are orthogonal.
- Electrons hop between nearest neighbours only. The surface is neither relaxed nor reconstructed, so each surviving bond has its bulk hopping.
- The local density of states (DOS) of every atom is a rectangle, whose width is fixed by its second moment.
- The surface layer is neutral: it holds the same number $N$ of d electrons per atom as the bulk. To make this possible, all five d levels of the surface layer may shift together.

Let $\varepsilon_b$ and $\varepsilon_s$ be the centres of the bulk and surface d bands, $W$ and $W_s$ their widths, and $E_F$ the common Fermi level. Energies are electron energies, so a positive shift $\Delta=\varepsilon_s-\varepsilon_b$ means that the surface levels lie higher.

Find $W_s/W$ and $\Delta$. Evaluate them for $W=7$ eV with $N=8$, and then with $N=2$ at the same $W$.

## A tempting solution

An atom in the bulk has 12 nearest neighbours. A (111) surface atom has 6 in its own plane and 3 below, which makes 9. The band exists because of hopping to neighbours, and each neighbour contributes equally, so the width should follow their number:

$$W_s=\tfrac{9}{12}W=5.25\ \text{eV}.$$

For $N=8$ the band is 80% full, and the Fermi level lies above the centre by $0.8-0.5=0.3$ of the width. This gives $E_F-\varepsilon_b=0.3\times7=2.10$ eV in the bulk and $E_F-\varepsilon_s=0.3\times5.25=1.575$ eV at the surface. Subtraction gives $\Delta=+0.525$ eV.

For $N=2$ the same three bonds are missing. Bonding lowers the energy of electrons, so its loss raises the surface levels again, and $\Delta=+0.525$ eV as before.

## Where it fails

There are two separate faults.

The first is the width. Hopping amplitudes add linearly for a particular state, one whose orbitals have the same phase relation to all neighbours. The width of a local DOS is a spread over all states, in which these phases vary. What adds from neighbour to neighbour is the square of the hopping, as with the variance of a sum of independent terms.

The second is the sign for $N=2$. The argument from lost bonding replaces the neutrality condition, which was used for $N=8$ and then dropped. Hopping to neighbours spreads the levels about their centre without moving the centre. Losing bonds raises the lower edge of the band, but it also lowers the upper edge. Which way the centre must then move depends on where the Fermi level lies.

## The width from the hopping

Take an atom $i$ with on-site energy $\varepsilon_i$ and d orbitals $|i\alpha\rangle$, $\alpha=1,\dots,5$. The second moment of its local DOS about its own centre, averaged over the orbitals, is

$$\mu_2=\frac15\sum_{\alpha}\langle i\alpha|(H-\varepsilon_i)^2|i\alpha\rangle .$$

Acting once with $H-\varepsilon_i$ on $|i\alpha\rangle$ removes the on-site term and leaves only hops to neighbours. The moment is the squared length of the resulting vector:

$$\mu_2=\frac15\sum_{\mathbf R}\operatorname{Tr}\left[h(\mathbf R)\,h(\mathbf R)^{T}\right],$$

where $h(\mathbf R)$ is the real $5\times5$ hopping matrix for the bond $\mathbf R$. The levels of the neighbours do not appear, so a later shift of the surface levels leaves this moment unchanged.

If the orbitals are quantized along the bond, $h$ is diagonal. Its entries are $dd\sigma$ once, $dd\pi$ twice and $dd\delta$ twice. Turning to any other set of axes is an orthogonal transformation, which does not change the trace. Every bond therefore contributes the same amount, whatever its direction, and for $Z$ neighbours

$$\mu_2=\frac{Z}{5}\left[(dd\sigma)^2+2(dd\pi)^2+2(dd\delta)^2\right].$$

The average over the five orbitals matters here. A single orbital has lobes in particular directions, and its own moment need not fall by the factor 9/12. The five orbitals quantized along the cube axes each happen to fall by exactly 9/12. The $3z^2-r^2$ orbital with $z$ along the surface normal keeps only 0.67 of its bulk moment when $dd\sigma:dd\pi:dd\delta=-6:4:-1$.

The ratio of root-mean-square widths is

$$r=\sqrt{\frac{\mu_2^{s}}{\mu_2^{b}}}=\sqrt{\frac{9}{12}}=0.866 .$$

To turn this into a ratio of full widths, the shape of the DOS is needed. For a normalized rectangle,

$$\mu_2=\frac1W\int_{-W/2}^{W/2}E^2\,dE=\frac{1}{W}\cdot\frac{2}{3}\left(\frac W2\right)^3=\frac{W^2}{12}.$$

Since $W=\sqrt{12\mu_2}$ for both layers, $W_s=rW$. This step rests on the assumption that bulk and surface have the same shape. In a real crystal, bulk states reach the surface layer, and its local DOS has tails over the whole bulk band. The factor 0.866 is then a ratio of root-mean-square widths and not of distances between band edges.

## The shift from neutrality

A rectangular band holding ten electrons has a DOS of $10/W$. Filling the bulk band from its lower edge gives

$$N=\frac{10}{W}\left(E_F-\varepsilon_b+\frac W2\right)
\quad\Rightarrow\quad
E_F-\varepsilon_b=W\left(\frac N{10}-\frac12\right).$$

Suppose first that the surface band is narrowed but not shifted. Its occupation is

$$n_s^{0}=10\left(\frac{E_F-\varepsilon_b}{rW}+\frac12\right)=\frac{10}{r}\left(\frac N{10}-\frac12\right)+5 .$$

Subtracting $N=10(N/10-1/2)+5$ leaves

$$n_s^{0}-N=10\left(\frac1r-1\right)\left(\frac N{10}-\frac12\right).$$

This holds while $E_F$ lies inside the narrowed band, which requires $|N/10-1/2|<r/2$, or roughly $0.7<N<9.3$.

The factor $1/r-1$ is positive, so the sign is that of $N-5$. In a band more than half full, the empty states lie near the upper edge. Narrowing pulls some of them below the Fermi level, and the surface atom gains electrons. Their repulsion raises its levels until the surplus is gone. In a band less than half full, narrowing lifts filled states near the lower edge above the Fermi level. The atom loses electrons, and its levels fall.

Neutrality is reached when the shifted surface band also holds $N$ electrons:

$$E_F-\varepsilon_s=rW\left(\frac N{10}-\frac12\right).$$

Subtracting this from the bulk relation eliminates the Fermi level:

$$\boxed{\Delta=\varepsilon_s-\varepsilon_b=(1-r)\,W\left(\frac N{10}-\frac12\right)}$$

The shift is positive for $N>5$, zero for $N=5$ and negative for $N<5$.

The limits show what the formula does. As $N\to10$, $\Delta\to(1-r)W/2$, which is half the loss of width, and the upper edges of the two bands coincide. As $N\to0$, the lower edges coincide. For a completely full or empty band, the Fermi level lies outside the band and neutrality no longer fixes $\Delta$.

## Numbers

For $N=8$,

$$W_s=0.866\times7=6.06\ \text{eV},\qquad E_F-\varepsilon_b=0.3\times7=2.10\ \text{eV}.$$

Without a shift, the surface atom would hold a surplus of

$$n_s^0-N=10\left(\frac1{0.866}-1\right)\times0.3=0.46\ \text{electrons}.$$

The shift that removes it is

$$\Delta=(1-0.866)\times7\times0.3=+0.28\ \text{eV}.$$

For $N=2$ the last factor is $-0.3$. The unshifted atom lacks 0.46 electrons, and $\Delta=-0.28$ eV. The tempting solution was too large by a factor of $0.25/0.134=1.9$ for $N=8$, and for $N=2$ it also had the wrong sign.

## What half filling depends on

The rectangle can be replaced by any shape common to both layers. Let each local DOS per state be $g(x)/\sigma$ with $x=(E-\varepsilon)/\sigma$, where $\sigma$ is the root-mean-square width and $g$ has zero mean. The occupation is

$$N=10\int_{-\infty}^{x_F}g(x)\,dx,\qquad x_F=\frac{E_F-\varepsilon}{\sigma}.$$

Equal occupation means equal $x_F$, provided that $g$ does not vanish around $x_F$. With $\sigma_s=r\sigma_b$ this gives $E_F-\varepsilon_s=r(E_F-\varepsilon_b)$, and hence

$$\Delta=(1-r)(E_F-\varepsilon_b).$$

The sign therefore changes when the Fermi level passes the centroid of the band. If $g$ is symmetric, half the states lie below the centroid and the reversal falls at $N=5$. A semi-elliptic band with the same second moment keeps this property, and for $N=8$ it gives 0.27 eV in place of 0.28 eV.

The fcc lattice does not supply a symmetric band. Two nearest neighbours of an atom can be neighbours of each other, so an electron can return to its starting atom in three hops. Such paths contribute to the third moment, which vanishes for a symmetric band.

To see the effect, the five-orbital model was solved for a slab of seven (111) layers, with $dd\sigma:dd\pi:dd\delta=-6:4:-1$ and the bulk second moment held at $W^2/12$. The hoppings are then $-0.935$, $0.624$ and $-0.156$ eV, and the moment formula gives

$$\mu_2^b=\frac{12}{5}\left(0.935^2+2\times0.624^2+2\times0.156^2\right)=4.08\ \text{eV}^2 .$$

The slab eigenstates give a second moment of 3.06 eV² in the surface layer, which confirms the ratio 0.866 without assuming a DOS shape.

The bulk band of this lattice has a skewness of $-0.24$, and its centroid is reached at $N=4.72$. If the surface DOS were a scaled copy of the bulk DOS, the shift would reverse there. In the slab, with the levels of the two outer layers adjusted until those layers are neutral, the reversal comes at about $N=4.05$ (4.04 with a denser k mesh). The skewness of a common shape thus accounts for only between a quarter and a third of the displacement from half filling. The remainder shows that the surface DOS is not a scaled copy of the bulk one. The slab used a level smearing of 0.10 eV. Halving the smearing moves the reversal to about $N=3.95$, and halving it again to about $N=3.92$, while a slab of 15 layers changes it by only about 0.01. The reversal in this lattice model therefore lies near $N=3.9$.

Away from the middle of the band the signs agree with the simple formula. The slab gives $-0.33$ eV for $N=2$ and $+0.35$ eV for $N=8$, and ten layers change the latter by only 0.002 eV. Relative to the rectangular model, these shifts are larger in magnitude by 18% and 24%. Near half filling the shift is small and the relative error of the formula is large: for $N=4$ it gives $-0.09$ eV, while the slab gives $-0.01$ eV. With half the smearing and a denser k mesh the slab value becomes $+0.01$ eV, so its sign at this filling is not settled. The largest absolute difference among the computed fillings is at $N=3$, where the formula gives $-0.19$ eV and the slab $-0.30$ eV. The full set of fillings is in the numerical output.

## How firm is 0.28 eV?

The following estimates are for $N=8$, and each changes one assumption while the others are held fixed.

**Incomplete screening.** Neutrality is an idealization. Suppose that each surplus electron raises the surface levels by an energy $U$, so that $\Delta=U(n_s-N)$. Let $\Delta_0$ be the neutral shift. Lowering the levels from $\Delta_0$ to $\Delta$ adds electrons at the rate $10/W_s$ per unit energy, so

$$n_s-N=\frac{10}{W_s}(\Delta_0-\Delta).$$

Inserting this and writing $x=10U/W_s$ gives $\Delta=x(\Delta_0-\Delta)$, or

$$\Delta=\frac{x}{1+x}\,\Delta_0 .$$

For an assumed $U=3$ eV, $x=30/6.06=4.95$ and $\Delta=0.23$ eV. Strict neutrality is the limit of large $U$.

**Relaxation.** Let the first interlayer spacing shrink by 2%. In units of the bulk bond length, a bond to the second layer has a squared length of $\tfrac13$ along the surface and $\tfrac23$ across it, which becomes

$$d^2=\tfrac13+\tfrac23(0.98)^2=0.974 .$$

If hopping varies as $d^{-5}$, its square grows by $d^{-10}=1.14$ for three of the nine bonds. The width ratio rises to $\sqrt{(6+3\times1.14)/12}=0.886$, and the shift falls to 0.24 eV. An expansion would act the other way. In the seven-layer slab, with the same distance law, this contraction has a somewhat larger effect: it lowers the shift by 0.06 eV, from 0.35 to 0.29 eV.

**Exchange with sp states.** A neutral atom may still change its d count if its sp count changes oppositely. With 0.1 extra d electron at the surface, $E_F-\varepsilon_s=6.06\times0.31=1.88$ eV and the shift is 0.22 eV.

**Temperature.** At 300 K the thermal energy is 0.026 eV, while the nearest edge of either rectangular band is more than 1 eV from the Fermi level. The change in the shift is below $10^{-6}$ eV.

**The second layer.** It keeps all 12 neighbours, so the second-moment model gives it no shift. In the slab, however, it lacks 0.12 electrons per atom once the outer layer is neutral (0.13 with half the smearing, ten layers and a denser mesh). Full neutrality needs shifts in deeper layers too. In a nine-layer slab with every layer neutral, the second layer moves by about $-0.06$ eV ($-0.07$ eV with half the smearing), while the surface shift stays at 0.35 eV.

The values $W=7$ eV and $N=8$ lie in the rough regime of the platinum-group metals. The case $N=2$ is a mirror image at fixed width and does not stand for a particular fcc metal. For a real clean surface, strict d-electron neutrality and a common DOS shape are only approximations. The estimates above move the shift between 0.22 and 0.35 eV, but they are single changes and do not bound the error. Spin-orbit coupling, magnetism and explicit sp bands are left out. In a metal-semiconductor contact or a silicide, the surface atoms also gain new neighbours and bond to them, so the clean-surface value cannot be carried over.

Nor is $\Delta$ a change of work function. The work function is the energy from $E_F$ to the vacuum level just outside the surface, and it depends on the whole surface dipole, including the sp electrons that spill outwards. The model fixes the position of the surface d levels relative to the bulk ones, and it contains no vacuum level.

## Calculated quantities

```
Bulk d-band width W: 7.00 eV
Temperature: 300 K, kT = 0.0259 eV
Width ratio sqrt(9/12): 0.8660
Width ratio from slab eigenstates: 0.8660
Bulk second moment: 4.0833 eV^2
Surface second moment: 3.0625 eV^2
Surface d-band width: 6.062 eV
Fermi level above bulk centre, N=8: 2.100 eV
N=2: unshifted surface excess -0.464 electrons
N=2: neutral shift, formula -0.2813 eV
N=2: neutral shift, root search -0.2813 eV
N=8: unshifted surface excess +0.464 electrons
N=8: neutral shift, formula +0.2813 eV
N=8: neutral shift, root search +0.2813 eV
N=5: neutral shift, formula +0.0000 eV
Thermal change of shift, N=8: below 1e-06 eV
Semi-elliptic band shift, N=8: +0.2663 eV
Assumed U: 3.0 eV; shift with this U, N=8: +0.2341 eV
Assumed spacing contraction: 2 %
Width ratio with contraction: 0.8864
Shift with contraction, N=8: +0.2385 eV
Shift with 0.1 extra surface d electron, N=8: +0.2207 eV
Lattice hoppings dds, ddp, ddd: -0.935, 0.624, -0.156 eV
Skewness of fcc bulk d band: -0.240 (no unit)
fcc filling with Fermi level at centroid: 4.72 electrons
Lattice smearing: 0.10 eV
Shifts in eV: rectangle | scaled fcc band | self-adjusted slab
N=2: -0.281 | -0.290 | -0.331
N=3: -0.188 | -0.193 | -0.296
N=4: -0.094 | -0.072 | -0.011
N=5: +0.000 | +0.026 | +0.036
N=6: +0.094 | +0.130 | +0.153
N=7: +0.188 | +0.205 | +0.246
N=8: +0.281 | +0.279 | +0.349
N=9: +0.375 | +0.345 | +0.384
Slab sign reversals between N=2 and N=8: 4.05 electrons
Second-layer charge left in slab, N=8: -0.122 electrons
Larger slab (10 layers) shift, N=8: +0.347 eV
```
